# Image energy of a charged tetragonal supercell with anisotropic screening

## Question

I am computing a doubly positive vacancy in a tetragonal capacitor oxide. The supercell has edges $a,a,c$, and the relative permittivity is $\mathrm{diag}(\epsilon_a,\epsilon_a,\epsilon_c)$. An exercise claims that if

$$\frac ca=\sqrt{\frac{\epsilon_c}{\epsilon_a}},$$

the image energy is that of a simple cubic cell, with length $a$ and permittivity $\sqrt{\epsilon_a\epsilon_c}$.

I tried stretching $z$ to make Poisson's equation isotropic. The cell does become a cube, but my operator becomes $\epsilon_a\nabla'^2$, so I would have put $\epsilon_a$ in the Madelung formula. Where does the geometric mean come from? And how far can I trust the result for $\epsilon_a=45$, $\epsilon_c=20$, $a=1.5$ nm?

## Answer

Your stretch is right. What is missing is its effect on the charge density: a delta function changes its normalization when a coordinate is rescaled, and this turns $\epsilon_a$ into $\sqrt{\epsilon_a\epsilon_c}$.

### What is being calculated

Put a point charge $qe$ at every lattice node $\mathbf R$, in a uniform, linear medium whose principal axes lie along the cell edges. A uniform background neutralizes each cell. The potential $\phi$ obeys

$$-\epsilon_0\left[\epsilon_a(\partial_x^2+\partial_y^2)+\epsilon_c\partial_z^2\right]\phi
=qe\left[\sum_{\mathbf R}\delta^3(\mathbf r-\mathbf R)-\frac1{a^2c}\right].$$

This fixes $\phi$ up to a constant, which I choose so that the cell average of $\phi$ is zero. The energy per cell is half the integral of charge density times potential. The background density is constant, so it contributes nothing when the average potential vanishes.

The point charge has an infinite self-energy. Subtracting the energy of the same charge isolated in the same medium removes it:

$$E_{\rm img}=\frac{qe}{2}\lim_{\mathbf r\to0}\left[\phi(\mathbf r)-\phi_{\rm iso}(\mathbf r)\right].$$

This is the spurious energy contained in the supercell result, so the correction to add is $-E_{\rm img}$.

### The stretch, with the charge included

Define

$$\lambda=\sqrt{\epsilon_c/\epsilon_a},\qquad z=\lambda z',\qquad x'=x,\quad y'=y.$$

Since $\partial_z=\lambda^{-1}\partial_{z'}$,

$$\epsilon_c\partial_z^2=\frac{\epsilon_c}{\lambda^2}\partial_{z'}^2=\epsilon_a\partial_{z'}^2,$$

and the operator is $\epsilon_a\nabla'^2$, as you found. On the right-hand side,

$$\delta(z-Z)=\delta\big(\lambda(z'-Z')\big)=\frac1\lambda\,\delta(z'-Z').$$

The new cell height is $c'=c/\lambda$, so the background term becomes

$$\frac1{a^2c}=\frac1\lambda\,\frac1{a^2c'}.$$

Both source terms carry the same factor $1/\lambda$. Multiplying the equation by $\lambda$ gives

$$-\epsilon_0(\lambda\epsilon_a)\nabla'^2\phi
=qe\left[\sum_{\mathbf R'}\delta^3(\mathbf r'-\mathbf R')-\frac1{a^2c'}\right].$$

The source is again a set of charges $qe$ with a neutralizing background. The permittivity that belongs to this charge is

$$\lambda\epsilon_a=\sqrt{\epsilon_a\epsilon_c}\equiv\bar\epsilon.$$

So far $c/a$ has been arbitrary. The matching condition $c=\lambda a$ now gives $c'=a$, and the stretched lattice is simple cubic.

The isolated charge obeys the same equation without the other charges and the background, so

$$\phi_{\rm iso}=\frac{qe}{4\pi\epsilon_0\bar\epsilon\,r'},\qquad
r'=\sqrt{x^2+y^2+z^2\epsilon_a/\epsilon_c}.$$

Along the $c$ axis, $r'=|z|/\lambda$ and $\bar\epsilon/\lambda=\epsilon_a$. The potential there is $qe/(4\pi\epsilon_0\epsilon_a|z|)$: two charges separated along $c$ interact through $\epsilon_a$. In the matched cell $\epsilon_a c=\bar\epsilon a$, so the nearest images along $c$ and along $a$ produce equal potentials at the defect.

### The cubic constant

Measure length in units of $a$, with $\mathbf r'=a\mathbf t$. Then $\nabla'^2=a^{-2}\nabla_t^2$ and $\delta^3(\mathbf r')=a^{-3}\delta^3(\mathbf t)$. Writing

$$\phi=\frac{qe}{4\pi\epsilon_0\bar\epsilon a}\,\chi(\mathbf t)$$

leaves a problem without parameters:

$$-\nabla_t^2\chi=4\pi\left[\sum_{\mathbf n}\delta^3(\mathbf t-\mathbf n)-1\right],\qquad\langle\chi\rangle=0,$$

where $\mathbf n$ runs over integer vectors. The linear stretch preserves the zero average, and $\mathbf r\to0$ is equivalent to $\mathbf t\to0$. Define the Madelung constant as

$$\alpha=-\lim_{t\to0}\left[\chi(\mathbf t)-\frac1t\right].$$

To evaluate it, add and subtract a unit Gaussian charge $(\eta^3/\pi^{3/2})e^{-\eta^2t^2}$ at each node.

- A point minus its Gaussian has potential $\mathrm{erfc}(\eta t)/t$. The cell average of the sum of these potentials is $4\pi\int_0^\infty t\,\mathrm{erfc}(\eta t)\,dt=\pi/\eta^2$, which must be subtracted.
- The Gaussians plus the background have a zero-average Fourier series with coefficients $4\pi e^{-G^2/4\eta^2}/G^2$, where $\mathbf G=2\pi\mathbf n\ne0$.
- At the origin, $[\mathrm{erfc}(\eta t)-1]/t\to-2\eta/\sqrt\pi$.

Therefore

$$\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}
-\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\eta n)}n
-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}.$$

The result cannot depend on $\eta$, because the Gaussians were added and subtracted. Numerically $\alpha=2.837297$, and the values for $\eta=2.0$ and $2.6$ agree within $10^{-10}$.

Restoring the prefactor and multiplying by $qe/2$ gives the claimed result:

$$\boxed{E_{\rm img}=-\frac{\alpha q^2e^2}{8\pi\epsilon_0\sqrt{\epsilon_a\epsilon_c}\,a}}\qquad
\text{for}\quad\frac ca=\sqrt{\frac{\epsilon_c}{\epsilon_a}}.$$

For $\epsilon_a=\epsilon_c$ the condition becomes $c=a$, and the usual isotropic cubic formula returns.

### A check that does not use the stretch

Replace each point by a spherical Gaussian of standard deviation $s$ along each axis. In the original cell, with volume $V=a^2c$ and permittivity tensor $\boldsymbol\epsilon$, the image energy is

$$E(s)=\frac{q^2e^2}{2\epsilon_0}\left[
\frac1V\sum_{\mathbf G\ne0}\frac{e^{-G^2s^2}}{\mathbf G\cdot\boldsymbol\epsilon\cdot\mathbf G}
-\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2s^2}}{\mathbf k\cdot\boldsymbol\epsilon\cdot\mathbf k}\right].$$

Here $\mathbf G$ runs over the original reciprocal lattice. The first term is the periodic energy and the second the isolated one. I evaluated this for $s$ equal to 0.03, 0.04 and 0.05 of the shorter edge and extrapolated to $s=0$. For matched cells with $(\epsilon_a,\epsilon_c)=(45,20)$, $(20,45)$ and $(7,10)$, the largest relative difference from the boxed formula was $1.8\times10^{-8}$.

### Your numbers

The matching height is

$$c=1.5\ \text{nm}\times\sqrt{20/45}=1.0\ \text{nm},$$

and $\bar\epsilon=\sqrt{45\times20}=30$. With $e^2/(4\pi\epsilon_0)=1.439965$ eV nm and $q=2$,

$$E_{\rm img}=-\frac{2.837297\times1.439965\times4}{2\times30\times1.5}\ \text{eV}
=-0.1816\ \text{eV}.$$

You add $+0.182$ eV to the supercell energy. The direct sum in the original cell gives the same value.

Two alternatives show what the matching does:

- **A geometrically cubic cell.** Keep $a=1.5$ nm and the same tensor, but set $c=a$. The true image energy is $-0.1490$ eV. The boxed formula would still return $-0.1816$ eV, too large in magnitude by 22% of the true value. After the stretch this cell has $c'/a=1.5$, so it is not a cube for the electrostatics.
- **An averaged permittivity.** Keep the matched cell, but treat the medium as isotropic with the arithmetic mean $(2\times45+20)/3=36.7$. The image energy becomes $-0.1603$ eV, which leaves an error of 0.021 eV, or 12% of the true magnitude.

### When the charge is not a point

Let $\psi(\mathbf u')$ be the periodic potential minus the isolated potential of a unit charge, in stretched coordinates. It is smooth near the origin, because the singularities cancel. For a narrow charge distribution, the image energy is $q^2e^2/2$ times the average of $\psi(\mathbf u')$, where $\mathbf u'$ is the separation of two points drawn independently from the distribution.

Expand $\psi$ to second order. The linear term vanishes by inversion symmetry. Cubic symmetry makes the three second derivatives equal and the mixed ones zero. Their sum is set by the background, the one source left in $\psi$ near the origin:

$$\nabla'^2\psi(0)=\frac1{\epsilon_0\bar\epsilon a^3},\qquad
\partial_i'\partial_j'\psi(0)=\frac{\delta_{ij}}{3\epsilon_0\bar\epsilon a^3}.$$

For the Gaussian, each component of the unstretched separation has variance $2s^2$, so $\langle u'^2\rangle=2s^2(2+\epsilon_a/\epsilon_c)$. The leading shift is

$$\Delta E=\frac{q^2e^2}{2}\cdot\frac12\cdot
\frac{\langle u'^2\rangle}{3\epsilon_0\bar\epsilon a^3}
=\frac{q^2e^2s^2}{6\epsilon_0a^2c}\left(\frac2{\epsilon_a}+\frac1{\epsilon_c}\right),$$

where the last step uses $\bar\epsilon a^3=\epsilon_a a^2c$. For $s=0.10$ nm this gives $+0.0051$ eV, and the full Gaussian calculation also rounds to $+0.0051$ eV. Charge extent therefore changes the image energy by about 3% here. The shift is positive, so it makes the image energy less negative.

### When the matching is imperfect

A real supercell contains whole numbers of unit cells, so $c/a$ can be matched only approximately. With $a$ and the permittivities fixed, making $c$ 4% longer shifts the image energy by $+0.0025$ eV.

With the cell fixed, lowering $\epsilon_c$ by 10% shifts it by $-0.0063$ eV. Two effects compete. The smaller $\bar\epsilon$ alone multiplies the energy by $1/\sqrt{0.9}$, a shift of $-0.0098$ eV. The stretched cell also becomes taller by the same factor, which moves images away and gives back about $0.0035$ eV.

The choice of permittivity matters far more. The values 45 and 20 include the ionic response, so they apply when the ions relax around the charge. If the ions are held at the positions they had before the charge was added, only the electrons screen. (Ions frozen in a geometry already relaxed around a charge keep their polarization, and that case needs a separate treatment.) With rough electronic values of 5.0 and 4.5 in the same cell, the image energy is $-1.24$ eV, nearly seven times as large. The cell is then no longer matched either: those values would require $c/a=\sqrt{4.5/5.0}=0.95$, not 0.67. The energy quoted here was therefore computed for the actual cell, not from the boxed formula.

### When the response is not linear

Close to a doubly charged vacancy the field is large, and the permittivity may fall. Take 5 MV/cm, or 0.5 V/nm, as a rough limit for linear screening. In the $a$ direction the isolated field reaches it at

$$r_0=\sqrt{\frac{1.439965\times2}{30\times0.5}}\ \text{nm}=0.44\ \text{nm}.$$

For an estimate, halve both permittivities inside a ball of this radius in stretched space. The physical field on its surface is not uniform: along $c$ it is larger by the factor $1/\lambda=1.5$. The ball is a simple stand-in for the real region.

Also replace the stretched cube by a sphere of equal volume, with radius $r_s=0.931$ nm. Gauss's law then fixes the displacement field, whatever the radial dependence of the permittivity:

$$D(r')=\frac{qe}{4\pi r'^2}\left(1-\frac{r'^3}{r_s^3}\right).$$

The second term comes from the background and is absent for the isolated charge. The field energy density is $D^2/(2\epsilon_0\epsilon)$. Inside the ball $1/\epsilon$ rises by $1/15-1/30=1/30$. The resulting change in periodic minus isolated energy is

$$\begin{aligned}
\Delta E&=\frac{q^2e^2}{8\pi\epsilon_0}\,\frac1{30}
\int_0^{r_0}\frac{dr'}{r'^2}\left[\left(1-\frac{r'^3}{r_s^3}\right)^2-1\right]\\
&=\frac{q^2e^2}{8\pi\epsilon_0}\,\frac1{30}
\left[-\frac{r_0^2}{r_s^3}+\frac{r_0^5}{5r_s^6}\right]
\approx-0.02\ \text{eV}.
\end{aligned}$$

This is about 12% of the image energy. It rests on an assumed field limit and an assumed halving, so it shows the possible size of the effect and should not be added as a correction.

### What this means for a capacitor oxide

Permittivities of a few tens are a rough but reasonable range for the high-permittivity oxides of DRAM storage capacitors. The vacancy density is not: one vacancy per $2.25$ nm³ is about $4\times10^{20}$ cm⁻³, an artefact of the small supercell, and the correction removes its leading electrostatic effect in order to describe an isolated defect. For relaxed ions, the rough estimate for nonlinear screening is about 0.02 eV, but it depends on the assumed field limit. An error in the permittivities can matter as much: lowering both by 10% keeps the cell matched and multiplies the image energy by $1/0.9$, a shift of $-0.020$ eV. A real film also has electrodes a few nanometres away. Their effect on the defect is physical, needs a separate calculation, and is not part of this bulk correction.

The correction matters for predicted concentrations. For dilute vacancies in equilibrium at 358 K, with the Fermi level and chemical potentials held fixed, $k_BT=0.03085$ eV. Leaving out the correction makes the formation energy too low and multiplies the predicted concentration by

$$\exp\left(\frac{0.1816}{0.03085}\right)\approx360.$$

Vacancies frozen in during growth or annealing are not in equilibrium at 358 K, so this factor does not apply to them.

The boxed formula supplies the point-charge term. Aligning the supercell's potential with that of the perfect crystal is a separate step, and you still have to do it. Compare the two potentials far from the defect, after subtracting the periodic point-charge potential $\phi$ from their difference; otherwise part of the image term is counted twice. The numerical output below lists the values used here.

## Computed results

```
Coulomb constant e^2/(4 pi eps0): 1.439965 eV nm
cubic Madelung constant alpha: 2.837297 (no unit)
charge number q: 2 (no unit)
permittivity eps_a: 45.0 (relative)
permittivity eps_c: 20.0 (relative)
cell edge a: 1.500 nm
matched cell height c: 1.000 nm
matched ratio c/a: 0.6667 (no unit)
effective permittivity: 30.000 (relative)
image energy, cubic formula: -0.181583 eV
image energy, direct definition: -0.181583 eV
correction to add: 0.1816 eV
largest relative error, three tensors: 1.8e-08 (no unit)
flux of D per unit charge: 1.00000000 (no unit)
unmatched cell c = a, true image energy: -0.1490 eV
arithmetic mean permittivity: 36.667 (relative)
isotropic shortcut image energy: -0.1603 eV
shortcut minus true image energy: +0.0212 eV
temperature of use: 358 K
thermal energy: 0.03085 eV
concentration factor if omitted: 360 (no unit)
Gaussian charge width s: 0.10 nm
shift from charge extent, direct: +0.00514 eV
shift from charge extent, s^2 term: +0.00506 eV
shift if c is 4% longer: +0.0025 eV
shift if eps_c is 10% lower: -0.0063 eV
electronic permittivity along a: 5.0 (relative)
electronic permittivity along c: 4.5 (relative)
image energy with fixed ions: -1.2363 eV
field limit for linear screening: 5.0 MV/cm
radius of weakened screening, stretched: 0.438 nm
radius of equal-volume sphere, stretched: 0.931 nm
shift from weakened screening: -0.0224 eV
```
